\section*{Hydrogen 2p in a Magnetic Field: Linear and Quadratic Terms, part 1}

(Sections cited here and not found follow in the second part.)

\section{The Hamiltonian in the symmetric gauge}

\subsection{Definitions and conventions}

An electron of charge $-e$ and mass $m_e$ moves in a potential $V(\mathbf r)$ and in a uniform, constant magnetic field $\mathbf B=B\hat{\mathbf z}$ with $B>0$. For hydrogen, $V$ is the attraction of a nucleus held fixed at the origin. Spin, relativistic corrections and the motion of the nucleus are left out. In a uniform field the spin adds a term proportional to $BS_z$. It contains no position or momentum, so without spin-orbit coupling it shifts the energy of each spin state and leaves the orbitals alone.

The canonical momentum is $\mathbf p=-i\hbar\nabla$. The other symbols are
\begin{equation}
L_z=xp_y-yp_x,\qquad \rho^2=x^2+y^2,\qquad r^2=\rho^2+z^2 .
\label{eq:defs}
\end{equation}
The eigenvalues of $L_z$ are $m\hbar$ with integer $m$; the electron mass always carries its subscript. The vector potential $\mathbf A$ satisfies $\nabla\times\mathbf A=\mathbf B$. Minimal coupling replaces $\mathbf p$ by $\mathbf p-q\mathbf A$ for a charge $q$. With $q=-e$ the Hamiltonian is
\begin{equation}
H=\frac{(\mathbf p+e\mathbf A)^2}{2m_e}+V(\mathbf r).
\label{eq:HSI}
\end{equation}

Atomic units, in which $\hbar=m_e=e=4\pi\varepsilon_0=1$, remove the constants:
\begin{equation}
H=\tfrac12(\mathbf p+\mathbf A)^2+V(\mathbf r).
\label{eq:H}
\end{equation}
Lengths are then in bohr ($a_0$) and energies in hartree. Since $e\mathbf A$ is a momentum and $B$ is a derivative of $\mathbf A$, the product $eB$ is a momentum divided by a length. Its atomic unit is $(\hbar/a_0)/a_0$, so the unit of field is
\begin{equation}
B_0=\frac{\hbar}{e a_0^2}=2.35052\times10^{5}\ \text{T}.
\label{eq:B0}
\end{equation}

\subsection{The sign of the coupling}

The plus sign in Eq.~\eqref{eq:H} fixes the sign of the linear term, so it is worth checking against the classical force. Hamilton's first equation gives the velocity,
\begin{equation}
v_i=\frac{\partial H}{\partial p_i}=p_i+A_i .
\label{eq:v}
\end{equation}
The second equation gives
\begin{equation}
\dot p_i=-\frac{\partial H}{\partial x_i}
=-\sum_j v_j\,\partial_iA_j-\partial_iV .
\end{equation}
For a static $\mathbf A$, the potential at the position of the electron changes in time because the electron moves: $\dot A_i=\sum_jv_j\partial_jA_i$. The acceleration is therefore
\begin{align}
\dot v_i=\dot p_i+\dot A_i
&=-\partial_iV-\sum_jv_j\left(\partial_iA_j-\partial_jA_i\right)\nonumber\\
&=-\partial_iV-(\mathbf v\times\mathbf B)_i .
\label{eq:lorentz}
\end{align}
The last line uses $[\mathbf v\times(\nabla\times\mathbf A)]_i=\sum_jv_j(\partial_iA_j-\partial_jA_i)$. The magnetic force is $-\mathbf v\times\mathbf B$, as it must be for charge $-1$.

Equation~\eqref{eq:v} also shows that $\mathbf p$ is not the mass times the velocity once a field is present. The kinetic energy is $\mathbf v^2/2=(\mathbf p+\mathbf A)^2/2$, and $\mathbf p^2/2$ is one part of it.

\subsection{The vector potential}

The symmetric gauge, centred on the nucleus, is
\begin{equation}
\mathbf A=\tfrac12\mathbf B\times\mathbf r=\tfrac B2(-y,\;x,\;0).
\label{eq:A}
\end{equation}
Its curl has the components
\begin{align}
(\nabla\times\mathbf A)_x&=\partial_yA_z-\partial_zA_y=0,\nonumber\\
(\nabla\times\mathbf A)_y&=\partial_zA_x-\partial_xA_z=0,\nonumber\\
(\nabla\times\mathbf A)_z&=\partial_xA_y-\partial_yA_x=\tfrac B2+\tfrac B2=B,
\end{align}
so it describes the required field. Its divergence is
\begin{equation}
\nabla\cdot\mathbf A=\partial_x\left(-\tfrac{By}2\right)+\partial_y\left(\tfrac{Bx}2\right)=0 .
\label{eq:div}
\end{equation}

\subsection{Expansion of the square}

The components of $\mathbf p$ differentiate everything to their right, including $\mathbf A$. The order of the factors must therefore be kept. For any smooth function $f$,
\begin{equation}
(\mathbf p+\mathbf A)^2f=\mathbf p^2f+\mathbf p\cdot(\mathbf Af)+\mathbf A\cdot\mathbf pf+\mathbf A^2f .
\label{eq:four}
\end{equation}
The product rule applied to the second term gives
\begin{equation}
\mathbf p\cdot(\mathbf Af)=-i\sum_i\partial_i(A_if)
=-i(\nabla\cdot\mathbf A)f+\mathbf A\cdot\mathbf pf=\mathbf A\cdot\mathbf pf ,
\end{equation}
where the last equality is Eq.~\eqref{eq:div}. The two cross terms are equal and add up to $2\mathbf A\cdot\mathbf p$. From Eq.~\eqref{eq:A},
\begin{equation}
\mathbf A\cdot\mathbf p=\tfrac B2(-yp_x+xp_y)=\tfrac B2L_z,
\qquad
\mathbf A^2=\tfrac{B^2}4(y^2+x^2)=\tfrac{B^2}4\rho^2 .
\label{eq:parts}
\end{equation}
No ordering question arises inside $L_z$, because $y$ commutes with $p_x$ and $x$ with $p_y$. Half of the sum in Eq.~\eqref{eq:four} is
\begin{equation}
\tfrac12(\mathbf p+\mathbf A)^2=\frac{\mathbf p^2}2+\frac B2L_z+\frac{B^2}8(x^2+y^2).
\label{eq:main}
\end{equation}
The linear coefficient is $\frac12\cdot2\cdot\frac12=\frac12$ and the quadratic one is $\frac12\cdot\frac14=\frac18$. This is an identity between operators. No power of $B$ above the second occurs, because $\mathbf A$ is linear in $B$ and $H$ is quadratic in $\mathbf A$.

In SI units the cross terms in Eq.~\eqref{eq:HSI} carry $2e/(2m_e)$ and the last term carries $e^2/(2m_e)$, so that
\begin{equation}
H=\frac{\mathbf p^2}{2m_e}+\frac{eB}{2m_e}L_z+\frac{e^2B^2}{8m_e}(x^2+y^2)+V(\mathbf r).
\label{eq:mainSI}
\end{equation}

\subsection{What the two terms do}

Let $V$ be symmetric about the $z$ axis. Collect everything except the linear term in
\begin{equation}
h=\frac{\mathbf p^2}2+\frac{B^2}8\rho^2+V,\qquad H=h+\frac B2L_z .
\label{eq:h}
\end{equation}
Since $L_z=-i\,\partial/\partial\varphi$, and $h$ is unchanged by rotations about $z$, the two parts commute. Eigenstates of $H$ can be chosen with definite $m$, and the linear term then adds $mB/2$ to the energy at any field strength. It does not change the shape of the orbital. In time it acts as a rotation:
\begin{equation}
\mathrm e^{-iHt}=\mathrm e^{-i(Bt/2)L_z}\,\mathrm e^{-iht}.
\end{equation}
The first factor turns the wave function about the field through the angle $Bt/2$. In SI units the rate is $eB/(2m_e)$, the Larmor frequency.

The quadratic term equals $\frac12(B/2)^2\rho^2$. This is the potential of a two-dimensional oscillator with the Larmor frequency. It pushes the electron towards the field axis, its mean value is positive, and it can change the orbital.

The magnetic moment along the field is defined by
\begin{equation}
M_z=-\frac{\partial H}{\partial B}=-\frac12L_z-\frac B4\rho^2 .
\label{eq:moment}
\end{equation}
The first part is present without a field. It points against the angular momentum because the charge is negative, so the state with $m=-1$ is lowered and the state with $m=+1$ is raised. The second part is induced by the field and is directed against it, which is the mark of diamagnetism.

Both parts belong to one mechanical quantity. The angular momentum built from the velocity of Eq.~\eqref{eq:v} is
\begin{align}
(\mathbf r\times\mathbf v)_z
&=x\left(p_y+\tfrac{Bx}2\right)-y\left(p_x-\tfrac{By}2\right)\nonumber\\
&=L_z+\tfrac B2\rho^2 ,
\label{eq:mech}
\end{align}
and comparison with Eq.~\eqref{eq:moment} shows that $M_z=-\frac12(\mathbf r\times\mathbf v)_z$. For $m=-1$ the two parts of the circulation have opposite signs. The mean circulation $-1+\frac B2\langle\rho^2\rangle$ therefore changes sign if the field makes $\frac B2\langle\rho^2\rangle$ exceed 1, although $m$ keeps its value. The reversal concerns the mean. In a state $F(\rho,z)\,\mathrm e^{-i\varphi}$ with real $F$ the local value is $-1+\frac B2\rho^2$, so the current keeps its field-free sense for $\rho^2<2/B$ and runs the other way outside that radius.

\subsection{How far the division depends on the gauge}

The same field is described by $\mathbf A'=\mathbf A+\nabla\chi$ for any smooth $\chi$. Take
\begin{equation}
\chi=\tfrac B2xy,\qquad \nabla\chi=\tfrac B2(y,x,0),\qquad \mathbf A'=(0,Bx,0),
\label{eq:landau}
\end{equation}
which is a Landau gauge. Because $\mathbf p\,\mathrm e^{-i\chi}f=\mathrm e^{-i\chi}(\mathbf p-\nabla\chi)f$,
\begin{equation}
(\mathbf p+\mathbf A')\,\mathrm e^{-i\chi}f=\mathrm e^{-i\chi}(\mathbf p+\mathbf A)f .
\end{equation}
Applying this twice, and noting that $V$ commutes with the phase factor, gives
\begin{equation}
H'=\mathrm e^{-i\chi}H\,\mathrm e^{i\chi}.
\end{equation}
The two Hamiltonians have the same spectrum, and the state $\psi$ of the first gauge is represented by $\psi'=\mathrm e^{-i\chi}\psi$ in the second. Expansion in the Landau gauge gives
\begin{equation}
H'=\frac{\mathbf p^2}2+Bxp_y+\frac{B^2}2x^2+V .
\label{eq:HL}
\end{equation}

Compare the terms for one physical state, $\psi=F(\rho,z)\,\mathrm e^{im\varphi}$ with $F$ real and normalized. The density does not depend on $\varphi$, so $\langle x^2\rangle=\frac12\langle\rho^2\rangle$, and the quadratic term in Eq.~\eqref{eq:HL} has the mean $B^2\langle\rho^2\rangle/4$. This is twice the value in the symmetric gauge. The other terms make up the difference. In the linear term the phase factor turns $p_y$ into $p_y-Bx/2$, and $\langle xp_y\rangle=m\langle x^2/\rho^2\rangle=m/2$, hence
\begin{equation}
\langle Bxp_y\rangle'=\frac{mB}2-\frac{B^2}2\langle x^2\rangle=\frac{mB}2-\frac{B^2}4\langle\rho^2\rangle .
\label{eq:linL}
\end{equation}
In the first term, $\mathbf p$ becomes $\mathbf p-\nabla\chi$. The cross term is $-\langle\nabla\chi\cdot\mathbf p\rangle$, since $\nabla^2\chi=0$, and it is proportional to $m\langle(x^2-y^2)/\rho^2\rangle=0$. What remains is
\begin{equation}
\left\langle\frac{\mathbf p^2}2\right\rangle'=\left\langle\frac{\mathbf p^2}2\right\rangle+\frac12\langle(\nabla\chi)^2\rangle
=\left\langle\frac{\mathbf p^2}2\right\rangle+\frac{B^2}8\langle\rho^2\rangle .
\label{eq:kinL}
\end{equation}
In the means that are linear in $\mathbf p$, the derivative of the real factor $F$ contributes nothing. The terms $-i\,xF\,\partial_yF=-\frac i2\partial_y(xF^2)$ and, since $\nabla^2\chi=0$, $-iF\,\nabla\chi\cdot\nabla F=-\frac i2\nabla\cdot(F^2\nabla\chi)$ are total derivatives, and their integrals vanish. The coefficients of $B^2\langle\rho^2\rangle$ add up to $\frac18-\frac14+\frac14=\frac18$, which is the symmetric-gauge value.

The total is thus independent of the gauge, while its division into linear and quadratic parts is not. A shift of the gauge centre across the field direction changes the division as well; a shift along the field leaves $\mathbf A$ unchanged. A comparison of the two terms needs a stated gauge. The symmetric gauge centred on the nucleus is the natural choice for an atom, because there the linear term is proportional to the conserved quantity $L_z$.

\section{The field at which the terms are comparable in hydrogen 2p}

\subsection{Symbols and results carried over}

In atomic units, with the field $B>0$ along $z$ and the symmetric gauge centred on the fixed nucleus, the Hamiltonian of hydrogen without spin is
\begin{equation}
H=\frac{\mathbf p^2}2-\frac1r+\frac B2L_z+\frac{B^2}8\rho^2,\qquad \rho^2=x^2+y^2 .
\label{eq:Hhyd}
\end{equation}
The operator $L_z$ is conserved and has the integer eigenvalue $m$. The linear term therefore contributes $mB/2$ to the energy at any field. The mean of the quadratic term is called $D$, and $R$ is its ratio to the size of the linear term. For $|m|=1$,
\begin{equation}
D=\frac{B^2}8\langle\rho^2\rangle,\qquad R=\frac{D}{B/2}=\frac B4\langle\rho^2\rangle .
\label{eq:R}
\end{equation}
The atomic unit of field is $\hbar/(ea_0^2)=2.35052\times10^5$ T.

\subsection{The field-free orbitals}

The 2p orbitals with $m=\pm1$ are
\begin{equation}
\psi_{\pm1}=\frac{(x\pm iy)\,\mathrm e^{-r/2}}{8\sqrt\pi} .
\label{eq:orb}
\end{equation}
To verify this, write $u=x\pm iy$ and $g=\mathrm e^{-r/2}$. The function $u$ satisfies $\nabla^2u=0$ and, being of first degree, $\mathbf r\cdot\nabla u=u$. Hence
\begin{align}
\nabla^2(ug)&=u\left(g''+\frac2rg'\right)+2\,\nabla u\cdot\frac{\mathbf r}r\,g'
=u\left(g''+\frac4rg'\right)\nonumber\\
&=ug\left(\frac14-\frac2r\right).
\end{align}
Multiplication by $-\frac12$ gives $(-\frac18+\frac1r)ug$. The Coulomb term cancels $1/r$, and the energy is $-\frac18$ hartree.

The density is $r^2\sin^2\theta\,\mathrm e^{-r}/(64\pi)$. The integrals needed are
\begin{equation}
\int_0^\infty r^k\mathrm e^{-r}dr=k!,\qquad
\int_0^\pi\sin^3\theta\,d\theta=\frac43,\qquad
\int_0^\pi\sin^5\theta\,d\theta=\frac{16}{15}.
\end{equation}
With the volume element $r^2\sin\theta\,dr\,d\theta\,d\varphi$, the norm is $4!\cdot\frac43\cdot2\pi/(64\pi)=1$. The mean of $\rho^2=r^2\sin^2\theta$ separates into
\begin{equation}
\langle r^2\rangle=\frac{6!}{4!}=30,\qquad
\langle\sin^2\theta\rangle=\frac{16/15}{4/3}=\frac45,\qquad
\langle\rho^2\rangle=24 .
\label{eq:24}
\end{equation}
For $m=0$ the angular density is proportional to $\cos^2\theta$. Then
\begin{equation}
\langle\sin^2\theta\rangle=\frac{4/3-16/15}{2/3}=\frac25,\qquad\langle\rho^2\rangle=12 .
\end{equation}
This orbital has a quadratic term but no linear one, so the question of equal size arises for $m=\pm1$ alone.

In the symmetric gauge the field adds $\frac B2L_z+\frac{B^2}8\rho^2$ to the Hamiltonian, and the field-free 2p orbitals with $m=\pm1$ have $\langle\rho^2\rangle=24$. It remains to find the field at which the two terms are equal in size, and to see how the ratio changes when the orbital responds to the field.
